# Why equal voltage-time pulses switch unequal polarization in a ferroelectric capacitor

**Q.** I am choosing write pulses for a ferroelectric memory capacitor. My options are 3 V for 200 ns, 2 V for 300 ns and 1.5 V for 400 ns. Each has a voltage-duration product of 600 V ns, so I expect each to switch the same polarization. A weaker push applied for longer should do the same work.

**A.** What makes the product the right measure of the push?

**Q.** Charge through a resistor is $\int V\,dt/R$, which depends on the product. I picture switching in the same way: double the voltage and everything runs twice as fast, so half the time is enough.

**A.** Your conclusion follows if the switching rate is proportional to voltage. Let us state the problem so that we can test that condition.

The film has fixed thickness $d=10$ nm, so 1 V across it gives a field of 1 MV/cm, and your pulses have fields of 3, 2 and 1.5 MV/cm. I take $E$ positive in the direction that favours switching. The film starts fully poled at $-P_r$, and a fraction $F$ of it ends at $+P_r$. The polarization is then

$$P=-P_r(1-F)+P_rF=P_r(2F-1),$$

and its change from the start is

$$\Delta P=P-(-P_r)=2P_rF .$$

Suppose the film consists of many independent grains, each with the same probability per unit time, $1/\tau(E)$, of switching. Only the unswitched fraction $1-F$ can still switch, and I neglect switching back, so

$$\frac{dF}{dt}=\frac{1-F}{\tau(E)} .$$

During a rectangular pulse $\tau$ is constant. Separating variables and integrating from $F=0$ gives $-\ln(1-F)=t/\tau$, or

$$F=1-e^{-x},\qquad x=\frac{t}{\tau(E)} .$$

I will call $x$ the dose. Your rule says that $x$ depends on $E$ and $t$ through $Et$ alone.

**Q.** When is that true?

**A.** Hold $A=Et$ fixed and substitute $t=A/E$:

$$x=\frac{A}{E\,\tau(E)} .$$

For this to be the same at every field, $E\tau(E)$ must be constant, which means $1/\tau\propto E$. Conversely, if $1/\tau=kE$, then $x=kEt$ and the product rule holds. The same argument works for any strictly increasing function $F=\Phi(t/\tau)$, because equal $F$ then requires equal $t/\tau$. So the product rule is equivalent to a linear rate.

**Q.** And why shouldn't the rate be linear?

**A.** Because switching has to get over an energy barrier, and the field changes the barrier height. Here is a simple model. Suppose each grain keeps a tiny reversed seed, too small to count in $F$, and let the domain wall around it advance by forming a disc-shaped bump of radius $r$ and height $c$. The flat top of the bump replaces an equal area of old wall, so the extra wall area is the rim, $2\pi rc$. With wall energy $\sigma$ per area, the cost is $2\pi rc\sigma$. I leave out the electrostatic energy of any charge on the rim.

Reversing the polarization from $-P_r$ to $+P_r$ lowers the energy per volume from $+P_rE$ to $-P_rE$, a gain of $2P_rE$. The bump has volume $\pi r^2c$, so

$$G(r)=2\pi rc\sigma-2P_rE\,\pi r^2c .$$

Setting $dG/dr=2\pi c\sigma-4\pi P_rE\,rc=0$ gives the critical radius $r^*=\sigma/(2P_rE)$. Substituting it back,

$$G^*=\frac{\pi c\sigma^2}{P_rE}-\frac{\pi c\sigma^2}{2P_rE}=\frac{\pi c\sigma^2}{2P_rE}.$$

Suppose a grain waits for one such bump, by thermal activation over this barrier, and then reverses quickly. Its switching rate is then proportional to $e^{-G^*/k_BT}$. If it had to wait for several bumps in turn, $F$ would no longer follow $1-e^{-x}$. Since $G^*\propto1/E$, we obtain the Merz law

$$\tau(E)=\tau_0e^{E_a/E},\qquad E_a=\frac{\pi c\sigma^2}{2P_rk_BT}.$$

**Q.** Can I trust a continuum disc in a film this thin?

**A.** As a motivation for the form $1/E$, but not as a proof. Take $P_r=20$ uC/cm², $E_a=15$ MV/cm, $T=300$ K and $c=0.5$ nm. The formula then requires $\sigma=40$ mJ/m², and the critical radii at your three fields are 0.33, 0.50 and 0.66 nm. These are atomic sizes, where a smooth disc with a sharp wall is doubtful. From here on I treat the Merz law as an empirical law with two parameters, $E_a$ and $\tau_0$, and take $\tau_0=1$ ns.

**Q.** Then what do my pulses do?

**A.** At 3 V the exponent is $E_a/E=15/3=5$, so $\tau=e^5\times1\ \text{ns}=148$ ns. The dose is $200/148.4=1.35$, and

$$F=1-e^{-1.35}=0.74,\qquad \Delta P=2\times20\times0.74=29.6\ \text{uC/cm}^2 .$$

At 2 V the exponent is 7.5 and $\tau=1808$ ns. The dose is $300/1808=0.166$, so $F=0.153$ and $\Delta P=6.1$ uC/cm². At 1.5 V the exponent is 10 and $\tau=22.0$ us. The dose is 0.0182, so $F=0.018$ and $\Delta P=0.72$ uC/cm².

The 3 V pulse therefore switches about 41 times as much as the 1.5 V pulse. Simulating the random switching of a million grains gave fractions of 0.740, 0.153 and 0.018, in agreement with the formula. With a linear rate matched to the Merz rate at 3 V, the same simulation gave 0.740, 0.739 and 0.741. That is your rule, obtained from your assumption.

**Q.** So does the stronger, shorter pulse always win?

**A.** No. At fixed product $A$ the dose is

$$x=\frac{A}{E\tau_0}e^{-E_a/E},\qquad \ln x=\ln\frac{A}{\tau_0}-\ln E-\frac{E_a}{E}.$$

To differentiate with respect to $\ln E$, use $d/d\ln E=E\,d/dE$. The last term gives $E\times E_a/E^2=E_a/E$, so

$$\left(\frac{d\ln x}{d\ln E}\right)_{A}=\frac{E_a}{E}-1 .$$

The $-1$ is the loss from shortening the pulse, and $E_a/E$ is the gain from the faster rate. Below $E_a$ the gain is larger and the stronger pulse switches more. At $E_a$ the two balance and the dose is greatest. Above $E_a$ the stronger pulse switches less.

Two different fields can therefore tie: in this model 10 and 24 MV/cm give equal doses at equal product. With these parameters the tie is out of reach: I take a rough breakdown field of 4 MV/cm, far below $E_a=15$ MV/cm, so in this model all usable fields lie on the side where the stronger pulse wins. That conclusion depends on the form of the law. Hafnia-zirconia films are also fitted with $\tau=\tau_\infty\exp[(E_a/E)^\alpha]$, with $\alpha>1$ and a much smaller $E_a$. The slope above then becomes $\alpha(E_a/E)^\alpha-1$, and the dose peaks at $E=E_a\alpha^{1/\alpha}$. For $\alpha=2$ and $E_a=2$ MV/cm that is 2.8 MV/cm, within the range of your pulses. Which side your capacitor lies on has to be measured.

There is a second exception. If every pulse is long enough to switch nearly everything, the differences vanish. Making your three pulses 1000 times longer brings all three fractions to 1 within the printed digits. A test of the product rule with saturated pulses would seem to confirm it.

**Q.** I have heard that switching is exponentially sensitive to field but algebraically sensitive to duration. Is that the same statement?

**A.** It describes the regime where little has switched. For $x\ll1$, expanding $e^{-x}\approx1-x$ gives

$$F\approx x=\frac{t}{\tau_0}e^{-E_a/E}.$$

Duration enters as the first power, and field enters through an exponential of $1/E$. Start from 1.5 V for 400 ns, with $F=0.018$. Doubling the duration gives 0.036. Doubling the voltage at the same duration gives 0.93. The dose rises by a factor $e^{10-5}=148$, but $F$ rises by about 52 because it is approaching its ceiling of 1.

**Q.** What replaces the statement when $F$ is no longer small?

**A.** Compare equal small percentage changes. Since $x\propto t$, we have $\partial x/\partial\ln t=x$. At fixed duration, $\ln x=\ln(t/\tau_0)-E_a/E$, so $\partial x/\partial\ln E=xE_a/E$. By the chain rule, for any smooth $F=\Phi(x)$ with $\Phi'\neq0$,

$$\frac{\partial F/\partial\ln E}{\partial F/\partial\ln t}
=\frac{\Phi'(x)\,xE_a/E}{\Phi'(x)\,x}=\frac{E_a}{E}.$$

The factor $\Phi'$ cancels, so this ratio does not depend on our exponential form for $F$. For your pulses it is 5, 7.5 and 10: a 1% change in field matters as much as a change of about 5%, 7.5% or 10% in duration.

The separate sensitivities do depend on $\Phi$. For $F=1-e^{-x}$,

$$\frac{\partial\ln F}{\partial\ln t}=\frac{xe^{-x}}{1-e^{-x}}=\frac{x}{e^x-1}\le1,$$

where the last step uses $e^x\ge1+x$. The values are 0.47, 0.92 and 0.99 for the three pulses. Multiplying by $E_a/E$ gives field sensitivities of 2.4, 6.9 and 9.9. Near saturation both fall towards zero, while their ratio stays at $E_a/E$.

**Q.** Here is a direct comparison, then. I start from 3 V for 200 ns and halve the product, either by halving the time or by halving the voltage.

**A.** Halving the time, to 3 V for 100 ns, gives $F=0.49$. Halving the voltage, to 1.5 V for 200 ns, gives $F=0.009$. Both pulses have a product of 300 V ns.

**Q.** How long must a 1.5 V pulse last to match my 3 V pulse?

**A.** Equal $F$ requires equal dose, $t_1/\tau(E_1)=t_2/\tau(E_2)$. The prefactor $\tau_0$ cancels, leaving

$$\frac{t_2}{t_1}=\frac{\tau(E_2)}{\tau(E_1)}
=\exp\!\left[E_a\left(\frac1{E_2}-\frac1{E_1}\right)\right].$$

With $E_1=3$ and $E_2=1.5$ MV/cm the exponent is $10-5=5$, and the ratio is 148. You need $148\times200$ ns, or about 30 us. The product rule would give a ratio of 2, or 400 ns. This trade holds at fixed temperature and film thickness, for a single activation field, and with the film field equal to $V/d$.

**Q.** Real grains are not identical. Does a spread of activation fields rescue my rule?

**A.** A moderate spread weakens the contrast but does not restore the rule. A very broad one can imitate it: half the film at 5 MV/cm and half at 25 MV/cm gives 0.52, 0.50 and 0.50, because every pulse saturates the easy half and barely touches the hard half. Let a fraction $w_i$ of the film have activation field $E_{a,i}$ and dose $x_i$. Then $F=\sum_iw_i(1-e^{-x_i})$. Differentiating each term as before,

$$\frac{\partial F/\partial\ln E}{\partial F/\partial\ln t}
=\frac{1}{E}\,\frac{\sum_iw_ix_ie^{-x_i}E_{a,i}}{\sum_iw_ix_ie^{-x_i}} .$$

The single $E_a$ is replaced by a mean weighted towards grains that are switching now: $x_ie^{-x_i}$ is small both for grains that have barely begun and for grains that have finished. If every $E_{a,i}$ exceeds the fields used, the fixed-product argument holds grain by grain, and the stronger pulse still wins.

For a Gaussian spread with standard deviation 2 MV/cm around 15 MV/cm, cut off at five standard deviations, the fractions become 0.72, 0.21 and 0.040. The 1.5 V pulse gains most in proportion, because it can use the easy grains: its weighted mean activation field is 12.75 MV/cm. The ratio between the first and last pulses falls from 41 to 18.

**Q.** How close is all this to a real capacitor?

**A.** The thickness, $P_r$, $E_a$ and $\tau_0$ are rough values in the regime of hafnia-zirconia memory capacitors. The last two depend strongly on the sample and should be fitted to your own films. Such films are polycrystalline, so they break the assumption of one activation field; for the assumed spread, that moves the 1.5 V fraction from 0.018 to 0.040. Temperature and interface layers can move it further. The calculated polarizations are therefore results of a model, not predictions for a particular device. I have left out imprint, fatigue, wake-up and leakage through defects.

**Q.** How much does temperature matter?

**A.** If $\sigma$, $P_r$ and $\tau_0$ stay fixed, the nucleation formula gives $E_a\propto1/T$. At 358 K, $E_a=15\times300/358=12.6$ MV/cm. The fractions rise to 0.95, 0.43 and 0.088. The weakest pulse changes by a factor of about 5, since its exponent is the largest, but the ordering remains.

**Q.** And the interface layer?

**A.** Suppose a non-ferroelectric layer of thickness $d_i=0.5$ nm lies in series with $d_f=9.5$ nm of ferroelectric, and no trapped charge screens the boundary. The voltages add, and the electric displacement is continuous:

$$V=Ed_f+E_id_i,\qquad \epsilon_0\epsilon_iE_i=\epsilon_0\epsilon_fE+P .$$

Solving the second equation for $E_i$ and inserting it in the first gives

$$E=\frac{V-d_iP/(\epsilon_0\epsilon_i)}{d_f+d_i\epsilon_f/\epsilon_i}.$$

At the start $P=-P_r$, so the polarization term helps switching. With both relative permittivities equal to 30, it adds 0.38 MV/cm. It vanishes at $F=1/2$ and then opposes switching. Solving the rate equation with this changing field gives 0.74, 0.31 and 0.11. The 3 V result hardly moves, because for this duration early help happens to be offset by later opposition: a 100 ns pulse would rise from 0.49 to 0.56 and a 400 ns pulse would fall from 0.93 to 0.89. The 1.5 V fraction rises about sixfold, the largest relative change among the effects calculated here. These numbers depend on $\epsilon_i$: with $\epsilon_i=10$ the 3 V fraction is 0.64 and the 1.5 V fraction 0.25. The unscreened case is also a limit rather than a likely state. The field inside the layer is 7.2 MV/cm at zero voltage in the poled film and 6.5 MV/cm at the end of the 3 V pulse, above the breakdown field I assumed for the film, so charge injection and trapping are to be expected. If fixed trapped charge cancelled the initial polarization charge at the boundary, the early help would be absent and only the opposition would remain: the fractions would be 0.57, 0.13 and 0.017.

**Q.** Could my drive circuit upset the comparison?

**A.** For a square capacitor 10 um on a side with 100 ohm in series, very little. The current charges the capacitance $C$ and supplies the switched charge over the area $S$, so a source voltage $V_s$ leaves

$$V=V_s-R\left(C\frac{dV}{dt}+2P_rS\frac{dF}{dt}\right)$$

on the film. The charging time $RC$ is 0.27 ns. After ten such times the largest remaining drop is 26 mV, for the 3 V pulse. Solving this equation together with the rate equation lowers that pulse's fraction from 0.7401 to 0.7305. A larger area or resistance increases the effect: a capacitor 100 um on a side with 50 ohm in series reaches only 0.40.

**Q.** If I measure charge, will I see the 0.72 uC/cm² from the 1.5 V pulse directly?

**A.** Not while the voltage is on. The reversible dielectric charge $\epsilon_0\epsilon_fE$ is then 4.0 uC/cm², more than five times the switched part. For a film without an interface layer, you can integrate the current until the voltage has returned to zero. The dielectric charge has then flowed back and cancels, leaving the switched charge plus any leakage.

**Q.** How large is the leakage at 3 V?

**A.** I can estimate the part that tunnels through a defect-free film. Let $\varepsilon$ be an electron's energy of motion towards the barrier, measured from the Fermi level. Summing the free-electron states over sideways motion gives a supply proportional to $k_BT\ln(1+e^{-\varepsilon/k_BT})$, and the current density is

$$J=\frac{em_e}{2\pi^2\hbar^3}\int k_BT\ln\!\left(1+e^{-\varepsilon/k_BT}\right)\mathcal T(\varepsilon)\,d\varepsilon .$$

The field tilts a barrier of height $\phi$ into a triangle. The semiclassical transmission is $\mathcal T=e^{-2\int\kappa\,dz}$, with $\hbar\kappa=\sqrt{2m(\phi-\varepsilon-eEz)}$. Integrating to the point where the root vanishes,

$$\mathcal T=\exp\!\left[-\frac{4\sqrt{2m}\,(\phi-\varepsilon)^{3/2}}{3\hbar eE}\right].$$

For rough values $\phi=2$ eV and $m=0.2\,m_e$, the 3 V pulse passes about $4\times10^{-6}$ uC/cm², negligible beside 29.6 uC/cm². Read this as an order of magnitude: an exact transmission, or conserving sideways momentum across the change of mass, moves it by a factor of 2 to 3. It also depends exponentially on the rough inputs. The same formula gives 0.009 uC/cm² for $m=0.11\,m_e$, and 19 uC/cm² if in addition $\phi=1.5$ eV. Defects can carry more, so this does not bound the leakage of a real film.

**Q.** Then I should compare my pulses by $t/\tau(E)$ instead of $Vt$, and measure $\tau$ at the voltages I intend to use.

**A.** Yes, with temperature and the initial state held fixed. Use pulses that switch only part of the film, since saturated ones cannot tell the two rules apart. If the grains have a broad spread, one $\tau$ per voltage will not describe the whole curve, and you should measure $F$ against duration at each voltage. The numerical output below gives the values for the three pulses and for each correction.

## Values computed for the example and the checks

```
Lists: pulses in the order 3 V, 2 V, 1.5 V
Film thickness: 10 nm
Remanent polarization Pr: 20 uC/cm2
Activation field Ea: 15 MV/cm
Time prefactor tau0: 1 ns
Common product: 600 V ns
Durations: 200 300 400 ns
Fields: 3 2 1.5 MV/cm
Nucleus step height: 0.5 nm
Nucleus wall energy: 39.78 mJ/m2
Nucleus barriers: 0.1293 0.1939 0.2585 eV
Critical radii: 0.3315 0.4972 0.6629 nm
Switching times tau: 148.4 1808 2.203e+04 ns
Doses t/tau: 1.348 0.1659 0.01816
Switched fractions: 0.7401 0.1529 0.018
Fractions, random grains: 0.7397 0.1532 0.01821
Switched polarization: 29.61 6.116 0.7198 uC/cm2
Fractions, linear rate: 0.74 0.739 0.741
Sensitivity to ln t: 0.4731 0.9193 0.9909
Sensitivity to ln E: 2.366 6.895 9.909
Ratio Ea/E: 5 7.5 10
1.5 V duration to match 3 V pulse: 29.68 us
Duration ratio needed: 148.4
Duration ratio by product rule: 2
Fraction, 3 V 100 ns: 0.4902
Fraction, 1.5 V 200 ns: 0.009039
Fraction, 1.5 V 800 ns: 0.03567
Fraction, 3 V 400 ns: 0.9325
Fractions, durations x1000: 1 1 1
Field of largest dose: 15 MV/cm
Tied fields at equal product: 10 23.97 MV/cm
Spread of Ea, std deviation: 2 MV/cm
Fractions with spread: 0.7157 0.207 0.03985
Active mean Ea with spread: 15.44 13.84 12.75 MV/cm
Sensitivity to ln t with spread: 0.3987 0.7763 0.9135
Capacitor side: 10 um
Film relative permittivity: 30
Series resistance: 100 ohm
RC time: 0.266 ns
Largest drops after 10 RC: 25.6 2.25 0.237 mV
Fractions with circuit: 0.7305 0.1515 0.01794
Interface thickness: 0.5 nm
Interface relative permittivity: 30
Interface field shift at start: 0.376 MV/cm
Fractions with interface: 0.7443 0.312 0.1063
Room and hot temperature: 300 358 K
Ea when hot: 12.57 MV/cm
Fractions when hot: 0.9517 0.4284 0.08769
Reversible dielectric charge: 7.97 5.31 3.98 uC/cm2
Tunnel barrier: 2 eV
Tunnel mass / electron mass: 0.2
Tunnel charge in 3 V pulse: 3.7e-06 uC/cm2
Rough breakdown field: 4 MV/cm
```
